# How much light an ultrathin nonmagnetic sheet can absorb

A flat sheet of thickness $d$ lies in vacuum around the plane $z=0$. It is uniform along $x$ and $y$. A plane wave of angular frequency $\omega$ and vacuum wavenumber $k_0=\omega/c$ arrives from $z<0$ along the normal. With the time factor $e^{-i\omega t}$ the fields outside are

$$\mathbf E=E_0\left(\mathbf e\,e^{ik_0z}+\mathbf r\,e^{-ik_0z}\right)\ (z<0),\qquad \mathbf E=E_0\,\mathbf t\,e^{ik_0z}\ (z>0).$$

Here $\mathbf e$ is a complex unit vector in the plane, so any polarization is allowed, and $\mathbf r$, $\mathbf t$ are the reflected and transmitted field vectors. The sheet is passive and responds linearly, with an electric current in its plane. It has no magnetization. "Ultrathin" means $k_0d\ll1$ and $|n|k_0d\ll1$, where $n$ is the refractive index of the sheet material. The limit $d\to0$ is taken at a fixed total current per unit width.

**(a) How are $\mathbf r$ and $\mathbf t$ related?**

*Solution.* Nothing depends on $x$ or $y$, so Faraday's law $\nabla\times\mathbf E=i\omega\mathbf B$ has the $y$ component $\partial_zE_x=i\omega B_y$. Integrated through the sheet, with $\mathbf B=\mu_0\mathbf H$ because the sheet is nonmagnetic, it gives

$$E_x(d/2)-E_x(-d/2)=i\omega\mu_0\int_{-d/2}^{d/2}H_y\,dz .$$

Passivity requires $|\mathbf r|\le1$ and $|\mathbf t|\le1$, so $\mathbf H$ is finite at both faces. Inside, it differs from its face value by at most a finite current per unit width. The integral is therefore proportional to $d$ and vanishes in the limit. The $x$ component of Faraday's law gives the same result for $E_y$. The electric field is continuous across the sheet:

$$\mathbf t=\mathbf e+\mathbf r .$$

No law connecting the current to the field has been used, so the sheet may be anisotropic or rotate the polarization.

**(b) Find the greatest fraction of the incident power that the sheet can absorb.**

*Solution.* For $z<0$ write $\mathbf a=\mathbf e\,e^{ik_0z}$ and $\mathbf b=\mathbf r\,e^{-ik_0z}$. The reflected wave runs backwards, so its magnetic field has the opposite sign:

$$\mathbf E=E_0(\mathbf a+\mathbf b),\qquad \mathbf H=\frac{E_0}{Z_0}\,\hat{\mathbf z}\times(\mathbf a-\mathbf b),$$

with $Z_0=\sqrt{\mu_0/\varepsilon_0}$. The mean energy flux along $z$ is

$$\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)_z=\frac{|E_0|^2}{2Z_0}\mathrm{Re}\left[(\mathbf a+\mathbf b)\cdot(\mathbf a-\mathbf b)^*\right]=\frac{|E_0|^2}{2Z_0}\left(1-|\mathbf r|^2\right).$$

The cross terms $\mathbf b\cdot\mathbf a^*-\mathbf a\cdot\mathbf b^*$ are a number minus its complex conjugate, hence imaginary, and drop out. Behind the sheet the flux is $|E_0|^2|\mathbf t|^2/2Z_0$. Dividing the difference by the incident flux $|E_0|^2/2Z_0$ gives the absorbed fraction

$$A=1-|\mathbf r|^2-|\mathbf t|^2=1-|\mathbf r|^2-|\mathbf e+\mathbf r|^2 .$$

Since $|\mathbf e|=1$, the last term is $1+2\,\mathrm{Re}(\mathbf e^*\cdot\mathbf r)+|\mathbf r|^2$. Thus

$$A=-2|\mathbf r|^2-2\,\mathrm{Re}(\mathbf e^*\cdot\mathbf r).$$

Now complete the square. From

$$2\left|\mathbf r+\tfrac12\mathbf e\right|^2=2|\mathbf r|^2+2\,\mathrm{Re}(\mathbf e^*\cdot\mathbf r)+\tfrac12$$

it follows that

$$A=\tfrac12-2\left|\mathbf r+\tfrac12\mathbf e\right|^2\le\tfrac12 .$$

The sheet can absorb at most half of the light. Equality requires $\mathbf r=-\mathbf e/2$ and $\mathbf t=\mathbf e/2$: one quarter of the power is reflected and one quarter transmitted. To absorb, the sheet must carry a current, and that current radiates equally to both sides. It cannot weaken the transmitted wave without sending a wave back.

The bound was tested on 300 random passive sheets with tensor response and random polarization, by solving Maxwell's equations for very thin slabs. The largest absorption found was 0.490.

**(c) Which isotropic sheet reaches the bound?**

*Solution.* Let the current per unit width be $\mathbf K=\sigma_s\mathbf E$, with sheet conductivity $\sigma_s$. Ampère's law gives the jump of the magnetic field, $\hat{\mathbf z}\times(\mathbf H_+-\mathbf H_-)=\mathbf K$. From part (b), $\mathbf H_+=(E_0/Z_0)\,\hat{\mathbf z}\times\mathbf t$ and $\mathbf H_-=(E_0/Z_0)\,\hat{\mathbf z}\times(\mathbf e-\mathbf r)$. For a vector $\mathbf v$ in the plane, $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf v)=-\mathbf v$, so

$$\mathbf e-\mathbf r-\mathbf t=s\,\mathbf t,\qquad s=Z_0\sigma_s .$$

Inserting $\mathbf r=\mathbf t-\mathbf e$ gives $2\mathbf e=(2+s)\mathbf t$. Along $\mathbf e$ the amplitudes are

$$t=\frac{2}{2+s},\qquad r=t-1=-\frac{s}{2+s}.$$

The absorbed fraction follows from $|2+s|^2=4+4\,\mathrm{Re}\,s+|s|^2$:

$$A=1-\frac{|s|^2+4}{|2+s|^2}=\frac{4\,\mathrm{Re}\,s}{|2+s|^2}.$$

An imaginary part of $s$ increases the denominator alone, so the best $s$ is real. For real $s$,

$$\frac{4s}{(2+s)^2}=\frac12-\frac{(s-2)^2}{2(s+2)^2},$$

which is greatest at $s=2$. The sheet resistance is then $1/\sigma_s=Z_0/2=188.4$ ohm per square. A weakly conducting sheet, $|s|\ll1$, absorbs $A\approx\mathrm{Re}\,s$. A very good conductor, $s\gg2$, absorbs $A\approx4/s$ and acts as a mirror.

For a thin layer of relative permittivity $\varepsilon$, the current density is $-i\omega\varepsilon_0(\varepsilon-1)\mathbf E$. Multiplying by $d$ and using $\varepsilon_0Z_0=1/c$,

$$s=-ik_0d(\varepsilon-1),\qquad \mathrm{Re}\,s=k_0d\,\mathrm{Im}\,\varepsilon .$$

**(d) Explain the factor one half by symmetry, and estimate by how much a slab of small but finite thickness could exceed the bound.**

*Solution.* Take an isotropic slab that is mirror symmetric about $z=0$. Incident amplitudes (left, right) $=(1,0)$ can be written as

$$(1,0)=\tfrac12(1,1)+\tfrac12(1,-1),$$

an even plus an odd illumination of equal power. For the input $(1,1)$ the outgoing amplitude on each side is $r+t$; for $(1,-1)$ it is $\pm(r-t)$. Since $|r|^2+|t|^2=\tfrac12|r+t|^2+\tfrac12|r-t|^2$,

$$A=\tfrac12\left(1-|r+t|^2\right)+\tfrac12\left(1-|r-t|^2\right).$$

For the ideal sheet $r-t=-1$, and the second term is zero. The odd wave has its electric node at the sheet and drives no current. Only the even half of the power can be absorbed. At $s=2$ we have $r=-\tfrac12$, $t=\tfrac12$, so $r+t=0$: equal waves arriving in phase from both sides are absorbed completely. The bound thus belongs to one-sided illumination.

In a slab of finite thickness the odd field vanishes only at the centre. To leading order the odd half of the field is $\tfrac12(e^{ik_0z}-e^{-ik_0z})=i\sin k_0z$ in units of $E_0$, so $|E|\approx k_0|z||E_0|$. This holds inside the slab too if $|\varepsilon|(k_0d)^2\ll1$, because the magnetic field, which sets the slope of $E$, is then nearly constant. The heating power per volume is $\tfrac12\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|E|^2$. Divided by the incident flux it gives

$$A_{\rm odd}\approx k_0\,\mathrm{Im}\,\varepsilon\int_{-d/2}^{d/2}k_0^2z^2\,dz=\frac{(k_0d)^3\,\mathrm{Im}\,\varepsilon}{12}=\frac{(k_0d)^2\,\mathrm{Re}\,s}{12}.$$

The even part cannot exceed $\tfrac12$, so $A\le\tfrac12+A_{\rm odd}$. This limits the possible excess; it does not say that a given slab has one.

**(e) What happens when the sheet is thick, magnetic, or placed between two different media?**

*Solution.* *Thick slab.* For $\varepsilon=1+0.2i$ and $k_0d=30$, the full solution gives $A=0.995$. Little light is reflected because $\varepsilon$ is close to 1, and the wave dies out along its long path. The field is far from uniform, so part (a) does not apply.

*Magnetic sheet.* Let the relative permeability $\mu$ equal $\varepsilon$. The wave impedance $Z_0\sqrt{\mu/\varepsilon}$ is that of vacuum, so nothing is reflected. The index is $\sqrt{\varepsilon\mu}=\varepsilon$, and the transmitted power is $e^{-2k_0d\,\mathrm{Im}\,\varepsilon}$. With $k_0d\,\mathrm{Im}\,\varepsilon=2$, however small $d$ is, $A=1-e^{-4}=0.982$. Here $\mathbf B$ grows as $d$ shrinks, and $\mathbf E$ jumps across the sheet. Such a sheet is thin compared with the vacuum wavelength, but $|n|k_0d\ge2$, so it is not ultrathin in the sense defined at the start. If $|n|k_0d$ is kept small, a magnetic response adds little. It absorbs from the odd wave of part (d) a fraction of about $\mathrm{Re}\,s_m$, with $s_m=-ik_0d(\mu-1)$. For large $\varepsilon$ and $\mu$, $|s\,s_m|\approx(|n|k_0d)^2$, so at $s=2$ the excess over one half is at most about $(|n|k_0d)^2/2$: 0.005 for $|n|k_0d=0.1$ and about 0.05 for 0.3.

*Two media.* Let light come from a transparent medium of index $n_1$ and leave into one of index $n_2$. Continuity still gives $t=1+r$. The magnetic amplitudes gain factors $n_1$ and $n_2$, so $n_1(1-r)-n_2t=st$. With $1-r=2-t$,

$$t=\frac{2n_1}{n_1+n_2+s}.$$

The heating per area is $\mathrm{Re}\,s\,|t|^2|E_0|^2/2Z_0$ and the incident flux is $n_1|E_0|^2/2Z_0$, hence

$$A=\frac{4n_1\,\mathrm{Re}\,s}{|n_1+n_2+s|^2}\le\frac{n_1}{n_1+n_2}.$$

The bound follows from $(N+a)^2\ge4Na$ with $N=n_1+n_2$ and $a=\mathrm{Re}\,s$. For vacuum on both sides it is $\tfrac12$. For a sheet on glass with $n=1.5$ it is 0.40 from the air side and 0.60 from the glass side.

**(f) A model monolayer has $d=0.65$ nm and one exciton line,**

$$\varepsilon(E)=15+\frac{f}{E_x^2-E^2-iE\gamma},\qquad f=2.0\ \mathrm{eV^2},\quad E_x=1.90\ \mathrm{eV}.$$

**Here $E$ is the photon energy and $\gamma$ the linewidth due to processes other than emission of light. At $E=E_x$, find the absorption for $\gamma=50$ meV, for the $\gamma$ that makes $\mathrm{Re}\,s=2$, and for $\gamma=0.5$ meV. Keep all other parameters fixed.**

*Solution.* The vacuum wavelength is 652.5 nm, so $k_0d=2\pi(0.65)/652.5=0.00626$. At resonance $\varepsilon=15+if/(E_x\gamma)$, and therefore

$$\mathrm{Re}\,s=\frac{k_0d\,f}{E_x\gamma},\qquad \mathrm{Im}\,s=-14\,k_0d=-0.0876 .$$

For $\gamma=0.050$ eV, $\mathrm{Im}\,\varepsilon=2.0/(1.90\times0.050)=21.05$ and $\mathrm{Re}\,s=0.1318$. Then

$$A=\frac{4(0.1318)}{(2.1318)^2+(0.0876)^2}=0.116 .$$

The condition $\mathrm{Re}\,s=2$ gives

$$\gamma_c=\frac{k_0d\,f}{2E_x}=\frac{0.00626\times2.0}{3.80}\ \mathrm{eV}=3.29\ \mathrm{meV}.$$

| $\gamma$ (meV) | $\mathrm{Re}\,s$ | $R$ | $T$ | $A$ |
|---|---|---|---|---|
| 50 | 0.132 | 0.006 | 0.879 | 0.116 |
| 3.29 | 2.00 | 0.250 | 0.250 | 0.500 |
| 0.5 | 13.2 | 0.754 | 0.017 | 0.229 |

Here $R=|r|^2$ and $T=|t|^2$. The narrowest line has the largest $\mathrm{Im}\,\varepsilon$, yet it absorbs less than the middle one. The reason is in $A=\mathrm{Re}\,s\,|t|^2$: once $\mathrm{Re}\,s$ is well above 2, the squared field at the sheet falls as $|t|^2\approx4/s^2$, faster than the conductivity grows. The light is reflected instead.

The width $\gamma_c$ has a direct meaning. Near resonance, with detuning $\Delta=E-E_x$ and the small background term dropped, $s=s_0/(1-2i\Delta/\gamma)$ with $s_0=2\gamma_c/\gamma$. Part (c) then gives

$$A=\frac{4s_0}{(2+s_0)^2+16\Delta^2/\gamma^2}.$$

This falls to half its peak at $4|\Delta|/\gamma=2+s_0$, so the full width is $\gamma(1+s_0/2)=\gamma+\gamma_c$. The term $\gamma_c$ is the broadening by re-emission of light. Absorption at the peak is greatest when the two loss rates are equal.

The full slab solution agrees with these sheet values of $A$ within about 0.0001. The odd-wave contribution of part (d) is $4.3\times10^{-7}$, $6.5\times10^{-6}$ and $4.3\times10^{-5}$ for the three lines, so the room for exceeding one half is negligible here.

**(g) Can the number of layers be read from the absorption? Use the 50 meV line and assume that stacking leaves $\varepsilon$ unchanged. Then judge the model against real samples.**

*Solution.* For $N$ layers $d$ becomes $Nd$, so $s$ becomes $Ns$:

$$A_N=\frac{4N\,\mathrm{Re}\,s}{|2+Ns|^2}=\frac{4\,\mathrm{Re}\,s}{4/N+4\,\mathrm{Re}\,s+N|s|^2}.$$

One, two and five layers absorb 0.116, 0.205 and 0.363. Simple proportion would give 0.232 for two layers and 0.579 for five, and the last value would break the bound. The full slab solution for five layers gives 0.362. Counting layers by dividing the measured absorption by 0.116 would therefore give about three instead of five. The formula for $A_N$ must be inverted, and this is unique only while $A_N$ rises. Its denominator is smallest at $N=2/|s|\approx13$; there $|n|k_0Nd\approx0.4$, which is no longer small, although for this line the sheet formula still lies within 1% of the full slab solution.

The parameters lie in the rough range of semiconducting transition-metal dichalcogenide monolayers, whose exciton peaks at room temperature absorb very roughly a tenth of the light. No particular compound is represented. A sample on a substrate breaks the assumption of vacuum on both sides. On glass, lit from air, the 50 meV line absorbs 0.076 instead of 0.116, about a third less. On oxidized silicon, light also returns from the silicon, and the two-media formula does not cover that case. Stacking also changes the bands of real layers, so $\varepsilon$ should be determined for each layer number.

A microscope objective adds oblique rays. For polarization perpendicular to the plane of incidence, the tangential magnetic field and the normal energy flux both gain a factor $\cos\theta$. The two-media formula therefore holds with $n_1=n_2=\cos\theta$. At $30^\circ$ it gives 0.131, which is 13% above the value at normal incidence. For polarization in the plane of incidence, the tangential electric field takes the factor $\cos\theta$ instead. Then $n_1=n_2=1/\cos\theta$, if the small effect of the field normal to the sheet is neglected, and the absorption is 0.102. For unpolarized light the two changes nearly cancel at this angle: the mean is 0.117, against 0.116 at normal incidence. At steeper angles they do not. At $64^\circ$, the edge of the light cone of an objective with numerical aperture 0.9, the mean is 0.140. The resonance energy can also vary from place to place in a sample, which matters most for narrow lines. If it varies only over distances much longer than the wavelength, each place can be treated as a uniform sheet and the absorption averaged. A Gaussian spread with a standard deviation of 2 meV lowers the average absorption of the 3.29 meV line from 0.500 to 0.399, because the spread is comparable with the full width $2\gamma_c=6.6$ meV.

Linear response also needs few excitons. At $1000\ \mathrm{W/cm^2}$, with $A=0.116$ and an assumed population lifetime of 10 ps (not fixed by the model, and much longer than its radiative time $\hbar/\gamma_c=0.2$ ps), the steady density is the absorbed photon rate times the lifetime, $3.8\times10^{9}\ \mathrm{cm^{-2}}$. For an assumed exciton radius of 1.5 nm they cover a fraction $2.7\times10^{-4}$ of the area, so crowding is slight for these values. A longer lifetime raises the density in proportion. The numerical output below lists most of the values used.

## Values computed for the example and the checks

```
Largest A, 300 random tensor sheets: 0.4899
Best sheet: s = 2.000, A = 0.5000
Best sheet: R = 0.2500, T = 0.2500
Best sheet resistance Z0/2: 188.4 ohm per square
s=2, even light from both sides: A = 1.0000
s=2, odd light from both sides: A = 0.0000
Thick slab, eps=1+0.2i, k0*d=30: A = 0.9950
Thin sheet, eps=mu, k0*d*Im(eps)=2: A = 0.9817
Thickness: 0.65 nm
Resonance and photon energy: 1.90 eV
Background permittivity: 15.0
Oscillator strength: 2.0 eV^2
Vacuum wavelength: 652.5 nm
k0*d: 0.006259
Critical linewidth: 3.294 meV
room: linewidth 50.000 meV, Im eps = 21.05
room: s = 0.1318 -0.0876i, |n|k0*d = 0.0318
room: sheet R = 0.0055, T = 0.8787, A = 0.1158
room: full slab A = 0.1158
room: odd-wave A = 4.301e-07, estimate 4.301e-07
critical: linewidth 3.294 meV, Im eps = 319.56
critical: s = 2.0000 -0.0876i, |n|k0*d = 0.1119
critical: sheet R = 0.2504, T = 0.2499, A = 0.4998
critical: full slab A = 0.4997
critical: odd-wave A = 6.529e-06, estimate 6.528e-06
narrow: linewidth 0.500 meV, Im eps = 2105.26
narrow: s = 13.1761 -0.0876i, |n|k0*d = 0.2872
narrow: sheet R = 0.7538, T = 0.0174, A = 0.2288
narrow: full slab A = 0.2289
narrow: odd-wave A = 4.301e-05, estimate 4.301e-05
1 layer(s): sheet A = 0.1158, slab 0.1158, proportional 0.1158
2 layer(s): sheet A = 0.2045, slab 0.2044, proportional 0.2316
5 layer(s): sheet A = 0.3629, slab 0.3620, proportional 0.5789
On glass n=1.5, lit from air: room A = 0.0760, cap 0.4000
On glass n=1.5, lit from glass: room A = 0.1140, cap 0.6000
s-polarized ray at 30 deg: room A = 0.1311
Resonance spread (std. dev.) 2.0 meV: critical A = 0.3987
Beam intensity: 1000 W/cm2
Exciton lifetime: 10 ps, radius: 1.5 nm
Exciton density: 3.80e+09 cm^-2
Area fraction covered by excitons: 2.69e-04
```
